# d-orbital energies in trigonal-planar and pyramidal ML₃ by angular overlap: a program that tests the result

```python
"""
Angular overlap model for three identical ligands around a metal d shell.
Result under test: in the trigonal plane the d energies are
  z2: 3 e_sigma/4;  x2-y2, xy: 9 e_sigma/8 + 3 e_pi/2;  xz, yz: 3 e_pi/2,
and, when all bonds tip below the plane by an angle delta, the two pairs mix
and follow the closed formulas coded in derived_elements and derived_levels.
Symbols: e_sigma, e_pi = energy shifts of a d orbital pointing with sigma or
pi symmetry at one ligand (delta symmetry is the zero of energy).
Reference side: overlaps of metal-frame and bond-frame d orbitals, integrated
numerically over the sphere, then summed over the ligands.
"""
import numpy as np
from scipy.constants import h, c as light_speed, e as charge
from scipy.optimize import brentq

Z2, XZ, YZ, X2Y2, XY = range(5)
AZIMUTHS = np.radians([0.0, 120.0, 240.0])

# Product quadrature on the unit sphere, exact for products of d orbitals
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phi_grid = 2 * np.pi * np.arange(12) / 12
cos_grid, phi_mesh = np.meshgrid(nodes, phi_grid, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
POINTS = np.array([sin_grid * np.cos(phi_mesh),
                   sin_grid * np.sin(phi_mesh), cos_grid]).reshape(3, -1)
WEIGHTS = np.repeat(node_weights * 2 * np.pi / 12, 12)


def d_orbitals(x, y, z):
    """Normalised real d functions on the unit sphere."""
    r3 = np.sqrt(3)
    shapes = np.array([(3 * z**2 - 1) / 2, r3 * x * z, r3 * y * z,
                       r3 * (x**2 - y**2) / 2, r3 * x * y])
    return np.sqrt(5 / (4 * np.pi)) * shapes


def bond_frame(theta, phi):
    """Rows: unit vectors along increasing theta, increasing phi, the bond."""
    st, ct, sp, cp = np.sin(theta), np.cos(theta), np.sin(phi), np.cos(phi)
    return np.array([[ct * cp, ct * sp, -st], [-sp, cp, 0],
                     [st * cp, st * sp, ct]])


def overlaps(theta, phi):
    """Integrals of metal-frame (rows) times bond-frame (columns) orbitals."""
    metal = d_orbitals(*POINTS)
    local = d_orbitals(*(bond_frame(theta, phi) @ POINTS))
    return (metal * WEIGHTS) @ local.T


def reference_matrix(delta, e_sigma, e_pi_theta, e_pi_phi):
    total = np.zeros((5, 5))
    for phi in AZIMUTHS:
        f = overlaps(np.pi / 2 + delta, phi)
        total += f @ np.diag([e_sigma, e_pi_theta, e_pi_phi, 0, 0]) @ f.T
    return total


def reference_levels(delta, e_sigma, e_pi):
    """a1, lower e, upper e, and weight of xz in the lower e level."""
    m = reference_matrix(delta, e_sigma, e_pi, e_pi)
    values, vectors = np.linalg.eigh(m[np.ix_([X2Y2, XZ], [X2Y2, XZ])])
    return np.array([m[Z2, Z2], values[0], values[1], vectors[1, 0]**2])


def derived_elements(delta, es, ep):
    s, c = np.cos(delta), -np.sin(delta)
    a1 = 0.75 * (3 * c**2 - 1)**2 * es + 9 * s**2 * c**2 * ep
    a = 9 / 8 * s**4 * es + 1.5 * (1 - c**4) * ep
    b = 4.5 * s**2 * c**2 * es + 1.5 * ((2 * c**2 - 1)**2 + c**2) * ep
    v = s**3 * c * (9 / 4 * es - 3 * ep)
    return a1, a, b, v


def derived_levels(delta, es, ep):
    a1, a, b, v = derived_elements(delta, es, ep)
    root = np.sqrt((a - b)**2 + 4 * v**2)
    return np.array([a1, (a + b - root) / 2, (a + b + root) / 2,
                     0.5 + (a - b) / (2 * root)])


# Sigma and pi factors as values and slopes, at arbitrary directions
for theta, phi in [(0.7, 0.4), (1.9, 2.3), (2.6, 5.1)]:
    s, c, r3 = np.sin(theta), np.cos(theta), np.sqrt(3)
    factors = np.array([
        [(3 * c**2 - 1) / 2, -r3 * s * c, 0],
        [r3 * s * c * np.cos(phi), np.cos(2*theta) * np.cos(phi),
         -c * np.sin(phi)],
        [r3 * s * c * np.sin(phi), np.cos(2*theta) * np.sin(phi),
         c * np.cos(phi)],
        [r3 / 2 * s**2 * np.cos(2*phi), s * c * np.cos(2*phi),
         -s * np.sin(2*phi)],
        [r3 / 2 * s**2 * np.sin(2*phi), s * c * np.sin(2*phi),
         s * np.cos(2*phi)]])
    assert np.allclose(overlaps(theta, phi)[:, :3], factors, atol=1e-12)

# Planar energies, with different pi parameters out of and in the plane
es_t, out_t, in_t = 1.3, 0.37, 0.21
planar = reference_matrix(0.0, es_t, out_t, in_t)
pair_in = 9 * es_t / 8 + 1.5 * in_t
expected = np.diag([0.75 * es_t, 1.5 * out_t, 1.5 * out_t, pair_in, pair_in])
assert np.allclose(planar, expected, atol=1e-12)

# Full matrix, levels, mixing weight and trace along the tipping path
for es, ep in [(1.0, 0.2), (1.0, -0.15), (0.8, 0.3)]:
    for delta in np.radians([4.0, 17.0, 31.0, 48.0]):
        a1, a, b, v = derived_elements(delta, es, ep)
        model = np.diag([a1, b, b, a, a])
        model[XZ, X2Y2] = model[X2Y2, XZ] = v
        model[YZ, XY] = model[XY, YZ] = -v
        full = reference_matrix(delta, es, ep, ep)
        assert np.allclose(full, model, atol=1e-12)
        levels = derived_levels(delta, es, ep)
        assert np.allclose(reference_levels(delta, es, ep), levels, atol=1e-11)
        five = np.sort([levels[0], *levels[1:3], *levels[1:3]])
        assert np.allclose(np.linalg.eigvalsh(full), five, atol=1e-11)
        assert abs(np.trace(full) - 3 * es - 6 * ep) < 1e-12

# Sigma-only ligands leave one e pair at zero for every tipping angle
for delta in np.radians([0.0, 12.0, 29.0, 50.0]):
    s, c = np.cos(delta), -np.sin(delta)
    ref = reference_levels(delta, 1.0, 0.0)
    assert abs(ref[1]) < 1e-12
    assert abs(ref[2] - 9 / 8 * s**2 * (1 + 3 * c**2)) < 1e-12

# Worked example: round model parameters in cm^-1
E_SIGMA, E_PI = 5000.0, 1000.0
to_ev = h * light_speed * 100 / charge

# Curvatures at the plane; two step sizes cancel the fourth-order term
start = reference_levels(0.0, E_SIGMA, E_PI)[:3]
step = 0.01
quotients = [(reference_levels(k * step, E_SIGMA, E_PI)[:3] - start)
             / (k * step)**2 for k in (1, 2)]
curv_numeric = (4 * quotients[0] - quotients[1]) / 3
curv = np.array([-4.5 * E_SIGMA + 9 * E_PI,
                 7.5 * E_PI - 8 * E_PI**2 / E_SIGMA,
                 2.25 * E_SIGMA - 12 * E_PI + 8 * E_PI**2 / E_SIGMA])
# remaining error is of order step**4 times a sixth-order coefficient
assert np.allclose(curv_numeric, curv, atol=0.1)
curv_unmixed = 4.5 * E_SIGMA - 4.5 * E_PI
b_numeric = [(reference_matrix(k * step, E_SIGMA, E_PI, E_PI)[XZ, XZ]
              - start[1]) / (k * step)**2 for k in (1, 2)]
assert abs((4 * b_numeric[0] - b_numeric[1]) / 3 - curv_unmixed) < 0.1

# Half-octahedron: bond angles of 90 degrees
delta_fac = np.arcsin(1 / np.sqrt(3))
fac = reference_levels(delta_fac, E_SIGMA, E_PI)
assert np.allclose(fac[:3], [2 * E_PI, 2 * E_PI, 1.5 * E_SIGMA], atol=1e-8)
assert abs(fac[3] - 1 / 3) < 1e-10


def bond_angle(delta):
    first, second = [bond_frame(np.pi / 2 + delta, p)[2] for p in AZIMUTHS[:2]]
    return np.degrees(np.arccos(first @ second))


for delta in (0.0, 0.3, delta_fac):
    cosine = 1 - 1.5 * np.cos(delta)**2
    assert abs(np.cos(np.radians(bond_angle(delta))) - cosine) < 1e-12


def gap(delta):
    levels = reference_levels(delta, E_SIGMA, E_PI)
    return levels[0] - levels[1]


# Crossings of a1 with the lower e pair before the half-octahedron
scan = np.radians(np.arange(0.0, 35.2, 0.2))
gaps = np.array([gap(d) for d in scan])
changes = np.where(gaps[:-1] * gaps[1:] < 0)[0]
assert len(changes) == 1
crossing = brentq(gap, scan[changes[0]], scan[changes[0] + 1], xtol=1e-12)
assert gap(delta_fac - 0.02) < 0 < gap(delta_fac + 0.02)

print(f"e_sigma = {E_SIGMA:.0f} cm^-1, e_pi = {E_PI:.0f} cm^-1")
print("Planar levels:")
for name, value in zip(("z2", "xz, yz", "x2-y2, xy"), start):
    print(f"  {name:10s} {value:8.1f} cm^-1 = {value * to_ev:.4f} eV")
print(f"Sum of the five energies: {start @ [1, 2, 2]:.1f} cm^-1")
print("Tipping path: delta (deg), bond angle (deg), a1, lower e, upper e")
print("  (cm^-1), weight of xz, yz in lower e (no unit)")
for delta in [*np.radians([0, 10, 20, 30]), delta_fac, np.radians(40)]:
    row = reference_levels(delta, E_SIGMA, E_PI)
    print(f"  {np.degrees(delta):6.2f} {bond_angle(delta):7.2f} "
          f"{row[0]:8.1f} {row[1]:8.1f} {row[2]:8.1f} {row[3]:7.4f}")
print("Matrix elements at delta = 10 deg (cm^-1):")
ten = reference_matrix(np.radians(10), E_SIGMA, E_PI, E_PI)
print(f"  A (x2-y2, xy) = {ten[X2Y2, X2Y2]:.1f}")
print(f"  B (xz, yz)    = {ten[XZ, XZ]:.1f}")
print(f"  V (x2-y2 with xz) = {ten[X2Y2, XZ]:.1f}")
print("Coefficients of delta^2 (cm^-1 per rad^2), formula and numerical:")
for name, f_value, n_value in zip(("a1", "lower e", "upper e"),
                                  curv, curv_numeric):
    print(f"  {name:8s} {f_value:9.1f} {n_value:9.1f}")
print(f"  xz, yz if mixing is ignored: {curv_unmixed:.1f}")
print(f"First a1 / lower e crossing: delta = {np.degrees(crossing):.2f} deg")
print(f"  bond angle there: {bond_angle(crossing):.2f} deg")
print(f"  energy there: "
      f"{reference_levels(crossing, E_SIGMA, E_PI)[0]:.1f} cm^-1")
print(f"Second meeting (half-octahedron): {np.degrees(delta_fac):.2f} deg")
sigma_only = reference_levels(np.radians(20), E_SIGMA, 0.0)
print("Sigma-only levels at delta = 20 deg (cm^-1): "
      f"a1 {sigma_only[0]:.1f},")
print(f"  lower e {abs(sigma_only[1]):.1f}, upper e {sigma_only[2]:.1f}")
print("verified")
```

Output:

```
e_sigma = 5000 cm^-1, e_pi = 1000 cm^-1
Planar levels:
  z2           3750.0 cm^-1 = 0.4649 eV
  xz, yz       1500.0 cm^-1 = 0.1860 eV
  x2-y2, xy    7125.0 cm^-1 = 0.8834 eV
Sum of the five energies: 21000.0 cm^-1
Tipping path: delta (deg), bond angle (deg), a1, lower e, upper e
  (cm^-1), weight of xz, yz in lower e (no unit)
    0.00  120.00   3750.0   1500.0   7125.0  1.0000
   10.00  117.05   3365.4   1662.6   7154.7  0.9335
   20.00  108.94   2509.5   1971.9   7273.4  0.7344
   30.00   97.18   1921.9   2082.9   7456.2  0.4629
   35.26   90.00   2000.0   2000.0   7500.0  0.3333
   40.00   83.12   2397.3   1850.2   7451.2  0.2376
Matrix elements at delta = 10 deg (cm^-1):
  A (x2-y2, xy) = 6789.5
  B (xz, yz)    = 2027.8
  V (x2-y2 with xz) = -1368.3
Coefficients of delta^2 (cm^-1 per rad^2), formula and numerical:
  a1        -13500.0  -13500.0
  lower e     5900.0    5900.0
  upper e      850.0     850.0
  xz, yz if mixing is ignored: 18000.0
First a1 / lower e crossing: delta = 25.86 deg
  bond angle there: 102.40 deg
  energy there: 2077.7 cm^-1
Second meeting (half-octahedron): 35.26 deg
Sigma-only levels at delta = 20 deg (cm^-1): a1 1579.8,
  lower e 0.0, upper e 6710.1
verified
```
